# Screened Coulomb interaction in a monolayer between two uniaxial half-spaces

A monolayer is modelled as a polarizable sheet of zero thickness in the plane \(z=0\). An electric field in the plane polarizes it; a field along \(z\) does not. Above and below, in contact with the sheet, lie two half-spaces. Each may be a layered crystal such as hBN, with its layers parallel to the sheet. Half-space \(i\) then has two dielectric constants, \(\varepsilon_{\parallel i}\) for fields in the plane and \(\varepsilon_{\perp i}\) for fields along \(z\), both positive. All responses are static, linear and local.

The problem is to find the interaction of two charges in the sheet, to see how the two constants of each half-space enter it, and to judge when the sheet is a fair model of a real layer.

Units have \(e=1\) and \(4\pi\varepsilon_0=1\), so that two unit charges in vacuum interact as \(1/r\) and Gauss's law reads \(\nabla\cdot\mathbf D=4\pi\rho_{\rm ext}\). To obtain energies in eV with lengths in Å, multiply by \(K=e^2/(4\pi\varepsilon_0)=14.40\) eV Å. \(W\) denotes the energy of two positive unit charges; an electron and a hole interact through \(-W\).

## (a) The potential outside the sheet

*An external charge of surface density \(e^{i\mathbf q\cdot\boldsymbol\rho}\) is placed in the sheet, where \(\boldsymbol\rho\) is the in-plane position and \(q=|\mathbf q|>0\). Find the form of the potential in each half-space.*

**Solution.** The system is unchanged by in-plane translations, so the potential has the same in-plane wave as its source:
\[
\Phi(\boldsymbol\rho,z)=\phi(z)\,e^{i\mathbf q\cdot\boldsymbol\rho}.
\]
With \(\mathbf E=-\nabla\Phi\), the displacement in half-space \(i\) has the in-plane part \(-\varepsilon_{\parallel i}\nabla_\rho\Phi\) and the normal part \(-\varepsilon_{\perp i}\partial_z\Phi\). There is no external charge there, so \(\nabla\cdot\mathbf D=0\). Since \(\nabla_\rho^2\) gives \(-q^2\),
\[
\varepsilon_{\parallel i}q^2\phi-\varepsilon_{\perp i}\phi''=0 .
\]
The solutions are \(e^{\pm\gamma_i qz}\) with \(\gamma_i=\sqrt{\varepsilon_{\parallel i}/\varepsilon_{\perp i}}\). The growing one is excluded on each side. The potential is continuous at the sheet, where we call its value \(W(q)\). Hence
\[
\phi(z)=W(q)\,e^{-\gamma_i q|z|}.
\]
This value is the interaction sought, because it is the potential in the plane per unit amplitude of charge in the plane.

The field reaches a depth \(1/(\gamma_i q)\). A medium that polarizes more easily in the plane than along \(z\) has \(\gamma_i>1\) and confines the field more closely to the sheet than an isotropic medium does.

## (b) How a uniaxial medium enters

*Find the normal displacement that leaves the sheet on side \(i\). Which combination of the two dielectric constants does it contain?*

**Solution.** On the upper side the outward direction is \(+z\), and
\[
D_{\rm out}=-\varepsilon_{\perp}\phi'(0^+)=\varepsilon_\perp\gamma\,qW .
\]
On the lower side \(\phi=We^{\gamma qz}\) and the outward direction is \(-z\). The two sign changes cancel and the expression is the same. The product of constants is
\[
\varepsilon_{\perp i}\gamma_i=\varepsilon_{\perp i}\sqrt{\frac{\varepsilon_{\parallel i}}{\varepsilon_{\perp i}}}=\sqrt{\varepsilon_{\parallel i}\,\varepsilon_{\perp i}}\equiv s_i,
\qquad D_{{\rm out},i}=s_i\,qW .
\]
The normal constant acts twice. It multiplies the normal field directly, and it also lowers the decay rate, and with it that field, by the factor \(1/\sqrt{\varepsilon_\perp}\). What remains is \(\sqrt{\varepsilon_\perp}\). The in-plane constant acts through the decay rate alone and contributes \(\sqrt{\varepsilon_\parallel}\). An isotropic medium has \(s_i=\varepsilon_i\).

Charges in the plane therefore cannot distinguish a uniaxial half-space from an isotropic one with constant \(s_i\). The potential away from the plane can, since its decay rate contains the ratio of the constants and not their product. A numerical solution of the Poisson equation in a homogeneous medium confirms the statement about charges in the plane: the pairs \((\varepsilon_\parallel,\varepsilon_\perp)=(5,3)\) and \((3,5)\) both give an effective constant of 3.873, which is \(\sqrt{15}\).

## (c) The interaction in the sheet

*The sheet has polarizability \(\alpha\): its dipole moment per area is \(\mathbf P=-\alpha\nabla_\rho\Phi\) at \(z=0\). Find \(W(q)\), and discuss small and large \(q\).*

**Solution.** A dipole density that varies in the plane carries the charge density
\[
-\nabla_\rho\cdot\mathbf P=\alpha\nabla_\rho^2\Phi=-\alpha q^2W\,e^{i\mathbf q\cdot\boldsymbol\rho}.
\]
It is opposite in sign to the external charge when \(W>0\), as screening requires. The polarization of the half-spaces is already contained in \(\mathbf D\), whereas that of the sheet is not, so the sheet's charge must be added to the external one. Gauss's law for a flat box around the sheet gives
\[
(s_1+s_2)\,qW=4\pi\left(1-\alpha q^2W\right).
\]
Collecting the terms in \(W\),
\[
W\left[(s_1+s_2)q+4\pi\alpha q^2\right]=4\pi ,
\]
and dividing by two,
\[
\boxed{W(q)=\frac{2\pi}{q(\kappa+r_0q)},\qquad
\kappa=\frac{s_1+s_2}{2},\qquad r_0=2\pi\alpha.}
\]
The average \(\kappa\) appears because the flux leaves through two sides. The polarizability \(\alpha\) is a length in these units, and so is \(r_0\).

The two terms in the denominator are equal at \(q=\kappa/r_0\). For \(q\ll\kappa/r_0\) the interaction is \(2\pi/(\kappa q)\), and the sheet no longer screens: its charge \(-\alpha q^2W\) tends to zero as \(q\). For \(q\gg\kappa/r_0\) it is \(2\pi/(r_0q^2)\), and the surroundings drop out. This is the form of the Coulomb interaction in a two-dimensional world, where field lines stay in the plane.

## (d) The interaction in real space

*Find \(W(r)\) for two charges a distance \(r\) apart in the sheet, and its forms for large and small \(r\).*

**Solution.** The angular part of the inverse Fourier transform gives \(2\pi J_0(qr)\), so
\[
W(r)=\int\!\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,W(q)=\int_0^\infty\frac{J_0(qr)}{\kappa+r_0q}\,dq .
\]
Write \(1/(\kappa+r_0q)=\int_0^\infty e^{-(\kappa+r_0q)t}dt\). The \(q\) integral then has the form
\[
\int_0^\infty J_0(qr)e^{-aq}dq=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{a-ir\cos\theta}=\frac1{\sqrt{r^2+a^2}},
\]
where \(J_0(qr)\) was written as the angular average of \(e^{iqr\cos\theta}\). With \(a=r_0t\), and then \(t=ru/r_0\),
\[
W(r)=\int_0^\infty\!\frac{e^{-\kappa t}\,dt}{\sqrt{r^2+r_0^2t^2}}=\frac{F(x)}{r_0},\quad
F(x)=\int_0^\infty\!\frac{e^{-xu}\,du}{\sqrt{1+u^2}},\quad x=\frac{\kappa r}{r_0}.
\]

To identify \(F\), differentiate twice, add \(F\), and integrate by parts:
\[
F''+F=\int_0^\infty\!\sqrt{1+u^2}\,e^{-xu}du=\frac1x+\frac1x\int_0^\infty\!\frac{u\,e^{-xu}}{\sqrt{1+u^2}}du=\frac1x-\frac{F'}{x}.
\]
Thus \(F''+F'/x+F=1/x\). The Struve function \(H_0\) obeys the same equation with \(2/(\pi x)\) on the right, and the Bessel function \(Y_0\) obeys it with zero. So \(F-\tfrac{\pi}{2}(H_0-Y_0)\) solves Bessel's equation. At large \(x\) both \(F\) and \(\tfrac\pi2(H_0-Y_0)\) fall as \(1/x\), while every nonzero solution of Bessel's equation oscillates with an amplitude falling as \(x^{-1/2}\). The difference is therefore zero, and
\[
W(r)=\frac{\pi}{2r_0}\left[H_0\!\left(\frac{\kappa r}{r_0}\right)-Y_0\!\left(\frac{\kappa r}{r_0}\right)\right].
\]

*Large distance.* For large \(x\) small \(u\) dominates, and \(1/\sqrt{1+u^2}\approx1-u^2/2\) gives \(F\approx1/x-1/x^3\). Hence
\[
W(r)\approx\frac1{\kappa r}\left(1-\frac{r_0^2}{\kappa^2r^2}\right).
\]

*Small distance.* Integrate by parts with \(\int du/\sqrt{1+u^2}=\operatorname{arsinh}u\), and set \(v=xu\):
\[
F=\int_0^\infty e^{-v}\operatorname{arsinh}(v/x)\,dv\;\to\;\int_0^\infty e^{-v}\ln\frac{2v}{x}\,dv=\ln\frac2x-\gamma_E ,
\]
where \(\gamma_E=0.577\ldots=-\int_0^\infty e^{-v}\ln v\,dv\). So
\[
W(r)\approx\frac1{r_0}\left[\ln\frac{2r_0}{\kappa r}-\gamma_E\right].
\]
The divergence at \(r\to0\) is logarithmic, much weaker than \(1/r\), and in this limit \(\kappa\) merely shifts the potential by a constant.

*No sheet.* The same integral gives a result that can be checked against a direct solution. With \(\alpha=0\) and one uniaxial medium on both sides, the potential of a unit charge is
\[
\int_0^\infty\frac{J_0(q\rho)e^{-\gamma q|z|}}{s}dq=\frac{1}{s\sqrt{\rho^2+\gamma^2z^2}} .
\]
The direct solution agrees. With \(z'=\gamma z\), the equation \(\varepsilon_\parallel\nabla_\rho^2\Phi+\varepsilon_\perp\partial_z^2\Phi=-4\pi\delta^2(\boldsymbol\rho)\delta(z)\) becomes \(\varepsilon_\parallel\nabla'^2\Phi=-4\pi\gamma\,\delta^2(\boldsymbol\rho)\delta(z')\). Its solution is \(\gamma/(\varepsilon_\parallel\sqrt{\rho^2+z'^2})\), and \(\varepsilon_\parallel/\gamma=s\). In the plane this is \(1/(s\rho)\). On the axis it is \(1/(s\gamma|z|)=1/(\varepsilon_\parallel|z|)\), because \(s\gamma=\varepsilon_\parallel\). The square root thus belongs to charges at equal height and is not a constant for all directions.

## (e) A layer of finite thickness

*Replace the sheet by a slab of thickness \(d\) with constants \(e_\parallel\) and \(e_\perp\), and put the charge in its midplane. Find \(W(q)\). When does the sheet result follow, and what is the first correction?*

**Solution.** Let \(g=\sqrt{e_\parallel/e_\perp}\) and \(S=e_\perp g=\sqrt{e_\parallel e_\perp}\). Between the midplane and the upper surface,
\[
\phi=W\left[\cosh(gqz)+b\sinh(gqz)\right].
\]
The displacement leaving the midplane upwards is \(-e_\perp\phi'(0^+)=-SbqW\), which we write as \(Y qW\) with \(Y=-Sb\). At \(z=d/2\) the normal displacement is continuous, and outside it equals \(sq\phi\) by part (b). After division by \(qW\cosh(gqd/2)\), with \(t=\tanh(gqd/2)\),
\[
-S(t+b)=s(1+bt)\quad\Rightarrow\quad b=-\frac{s+St}{S+st}.
\]
The lower half works in the same way. Gauss's law at the midplane, \((Y_1+Y_2)qW=4\pi\), gives
\[
W(q)=\frac{4\pi}{q(Y_1+Y_2)},\qquad Y_i=S\,\frac{s_i+St}{S+s_it}.
\]

*Sheet limit.* The slab has the dipole moment per area \((e_\parallel-1)dE/4\pi\), so \(\alpha=(e_\parallel-1)d/4\pi\) and \(r_0=(e_\parallel-1)d/2\). Let \(d\to0\) with \(r_0\) and \(e_\perp\) fixed. Then \(gqd\to0\), \(St\to e_\parallel qd/2\to r_0q\), and \(s_it/S\to s_iqd/(2e_\perp)\to0\). Hence \(Y_i\to s_i+r_0q\), which is the result of part (c). In the numerical solution with \(e_\perp=1\), vacuum below, a medium with constants 5 and 3 above, \(r_0=40\) Å and \(q=0.05\) Å\(^{-1}\), the deviation from the sheet value is 0.74 percent for \(d=0.1\) Å and 0.074 percent for \(d=0.01\) Å, so it vanishes in proportion to \(d\).

*Small \(q\) at fixed \(d\).* Expanding in \(t\),
\[
Y_i=s_i+\left(S-\frac{s_i^2}{S}\right)t-s_i\left(1-\frac{s_i^2}{S^2}\right)t^2+\dots
\]
With \(t\approx gqd/2\), \(Sg=e_\parallel\) and \(g/S=1/e_\perp\), the average of \(Y_1\) and \(Y_2\) is \(\kappa+r_{\rm eff}q-c_2q^2+\dots\), where
\[
r_{\rm eff}=\frac d2\left[e_\parallel-\frac{s_1^2+s_2^2}{2e_\perp}\right],\qquad
c_2=\frac{d^2}{4}\frac{e_\parallel}{e_\perp}\,\frac12\sum_i s_i\left(1-\frac{s_i^2}{S^2}\right).
\]
For a slab of finite thickness the coefficient of \(q\) therefore depends on the surroundings. The dependence is weak if \(s_i^2\ll e_\parallel e_\perp\).

*Large \(q\).* Here \(t\to1\) and \(Y_i\to S\), so \(W\to2\pi/(Sq)\), the interaction inside bulk slab material. The sheet formula gives \(2\pi/(r_0q^2)\) instead and fails at distances well below the thickness.

## (f) Numbers for three surroundings

*Take \(r_0=40\) Å and a medium with \(\varepsilon_\parallel=5\), \(\varepsilon_\perp=3\). These are round model values. Evaluate the interaction for the sheet in vacuum, on the medium, and enclosed by it. How does the lowest exciton respond if the reduced mass is 0.25 electron masses?*

**Solution.** The medium has \(s=\sqrt{5\times3}=3.873\), so
\[
\kappa_{\rm vac}=1,\qquad \kappa_{\rm on}=\frac{1+3.873}{2}=2.436,\qquad \kappa_{\rm encl}=3.873 .
\]
At \(q=0.05\) Å\(^{-1}\) the sheet contributes \(r_0q=2\) in each case. For the enclosed sheet,
\[
KW=\frac{2\pi\times14.40}{0.05\,(3.873+2)}\ \text{eV Å}^2=308\ \text{eV Å}^2,
\]
against 603 eV Å\(^2\) in vacuum. The surroundings raise \(\kappa\) by a factor 3.9 but weaken \(W\) at this \(q\) by a factor 2.0, because the sheet's own term is unchanged.

In real space at \(r=10\) Å, the enclosed sheet has \(KW=278\) meV, while \(K/(\kappa r)\) would give 372 meV. In vacuum the values are 616 and 1440 meV. At 200 Å the two forms differ by 0.3 percent for the enclosed sheet and by 3 percent in vacuum, relative to \(K/(\kappa r)\). The crossover length \(r_0/\kappa\) is 10 Å in the first case and 40 Å in the second.

The exciton is treated as one electron and one hole in parabolic bands, without exchange:
\[
\left[-\frac{\hbar^2}{2\mu}\nabla^2-K\,W(r)\right]\psi=-E_b\psi .
\]
The binding energy \(E_b\) is measured from a free pair at rest. A radial grid using \(W(r)\) and a Gaussian basis using \(W(q)\) agree on it.

| Surroundings | \(E_b\) (meV) | rms separation (Å) |
|---|---|---|
| vacuum | 570 | 10.6 |
| on medium | 324 | 12.0 |
| enclosed | 220 | 13.3 |

The binding energy falls by a factor 2.6 from the first row to the last, while the separation grows by only a quarter. The small-distance form of part (d) shows the tendency: if it held throughout, \(\kappa\) would shift the potential by a constant, the wave function would not change, and \(E_b\) would drop by \((K/r_0)\ln\kappa\). For enclosure this is \(360\times1.354=487\) meV, whereas the computed drop is about 350 meV. The logarithmic form is thus no more than a rough guide here. At the rms separation \(x=\kappa r/r_0\) is 0.27 in vacuum but 1.3 for the enclosed sheet, which is no longer small.

The square root matters at this level. The directional average \((2\varepsilon_\parallel+\varepsilon_\perp)/3=4.333\) in place of 3.873 would give 198 meV for the enclosed sheet, 10 percent below the value with the square root.

## (g) How far the numbers can be trusted

*Estimate the effect of thickness for a slab with \(d=5\) Å, \(e_\parallel=17\), \(e_\perp=8\). Which dielectric constants of the surroundings should be used?*

**Solution.** This slab has \((e_\parallel-1)d/2=40\) Å, the same \(r_0\) as the sheet. Part (e) gives, for vacuum and for enclosure,
\[
r_{\rm eff}=2.5\left(17-\tfrac18\right)=42.2\ \text{Å},\qquad
r_{\rm eff}=2.5\left(17-\tfrac{15}{8}\right)=37.8\ \text{Å}.
\]
At \(q=0.05\) Å\(^{-1}\) the slab interaction is 1.8 percent below the sheet value in vacuum and 4.2 percent above it for the enclosed layer.

The layer on the medium is instructive. There \((s_1^2+s_2^2)/2=(1+15)/2=8\), which happens to equal \(e_\perp\), so \(r_{\rm eff}=40.0\) Å and the first-order correction vanishes. The slab interaction is nevertheless 2.1 percent above the sheet value. The second-order term explains most of this: with \(S^2=136\), \(c_2=29.5\) Å\(^2\) and \(c_2q^2=0.074\), which lowers the denominator \(\kappa+r_0q=4.44\) by 1.7 percent. Agreement of the linear coefficient does not by itself make the sheet accurate at finite \(q\).

These figures hold for charges in the midplane of a slab with sharp faces. The deviation is much larger at short wavelengths: at \(q=0.3\) Å\(^{-1}\) part (e) puts the slab interaction 35 percent above the sheet value in vacuum and 52 percent above it for the enclosed layer. The exciton of part (f) draws most of its attraction from wave numbers below 0.15 Å\(^{-1}\), but the deviation still matters. With the slab interaction in place of that of the sheet, a Gaussian basis gives binding energies of about 596 meV in vacuum, 365 meV on the medium and 263 meV for the enclosed layer. These lie 4.5, 12.6 and 19.1 percent above the values in the table. The slab is itself a model, with point charges held in the midplane and local constants used down to distances of a few Å, so these shifts show how sensitive \(E_b\) is to the short-range interaction and are not a correction for a real layer. A gap between layer and medium, or an optic axis tilted from \(z\), changes the boundary conditions of part (b) and needs a new solution.

The choice of \(\varepsilon_\parallel\) and \(\varepsilon_\perp\) lies outside the electrostatics. In a polar crystal such as hBN the ions also respond. They follow fields that vary slowly compared with the lattice vibrations, and hardly respond to fields that vary much faster. For charges at rest, the constants that include the ionic response apply. For electron-hole motion much faster than the vibrations, the purely electronic constants are the better choice. When the two time scales are comparable, no single pair of constants suffices, and the interaction must be treated as frequency dependent. In both limits, slow and fast, the square root is to be formed from two constants of the same kind.

## Table of computed values

```
r0 = 40.0 angstrom; reduced mass = 0.25 m_e
medium: eps_par = 5.0, eps_perp = 3.0
e^2/(4 pi eps0) = 14.3996 eV angstrom
hbar^2/(2 m_e) = 3.8100 eV angstrom^2
numerical effective constant for (eps_par, eps_perp) = (5, 3): 3.8730
numerical effective constant for (eps_par, eps_perp) = (3, 5): 3.8730
numerical effective constant for (eps_par, eps_perp) = (9, 2): 4.2426
medium: sqrt(eps_par eps_perp) = 3.8730, average (2 par + perp)/3 = 4.3333
decay rate / q in medium: numerical 1.2910, sqrt(eps_par/eps_perp) = 1.2910
thin-slab limit, vacuum below and medium above, q = 0.05 1/angstrom:
  thickness 0.10 angstrom: relative deviation from sheet 7.42e-03
  thickness 0.01 angstrom: relative deviation from sheet 7.44e-04
vacuum: kappa = 1.0000, r0/kappa = 40.00 angstrom
  W(q = 0.05 1/angstrom) = 603.17 eV angstrom^2
  exciton binding: grid 570.0 meV, Gaussian basis 570.0 meV; rms radius 10.61 angstrom
  r = 10 angstrom: W = 616.15 meV, 1/(kappa r) form = 1439.96 meV
  r = 40 angstrom: W = 271.65 meV, 1/(kappa r) form = 359.99 meV
  r = 200 angstrom: W = 69.72 meV, 1/(kappa r) form = 72.00 meV
on medium: kappa = 2.4365, r0/kappa = 16.42 angstrom
  W(q = 0.05 1/angstrom) = 407.87 eV angstrom^2
  exciton binding: grid 324.2 meV, Gaussian basis 324.2 meV; rms radius 11.96 angstrom
  r = 10 angstrom: W = 378.37 meV, 1/(kappa r) form = 591.00 meV
  r = 40 angstrom: W = 134.09 meV, 1/(kappa r) form = 147.75 meV
  r = 200 angstrom: W = 29.36 meV, 1/(kappa r) form = 29.55 meV
enclosed: kappa = 3.8730, r0/kappa = 10.33 angstrom
  W(q = 0.05 1/angstrom) = 308.11 eV angstrom^2
  exciton binding: grid 220.5 meV, Gaussian basis 220.5 meV; rms radius 13.33 angstrom
  r = 10 angstrom: W = 277.96 meV, 1/(kappa r) form = 371.80 meV
  r = 40 angstrom: W = 88.53 meV, 1/(kappa r) form = 92.95 meV
  r = 200 angstrom: W = 18.54 meV, 1/(kappa r) form = 18.59 meV
enclosed, with average constant instead of square root: binding 198.4 meV, error -10.0 percent
slab: d = 5.0 angstrom, e_par = 17.0, e_perp = 8.0, (e_par - 1) d/2 = 40.0 angstrom
  vacuum: r0_eff = 42.19 angstrom (numerical 42.19); W_slab/W_sheet at q = 0.05 1/angstrom: 0.9821
  on medium: r0_eff = 40.00 angstrom (numerical 40.00); W_slab/W_sheet at q = 0.05 1/angstrom: 1.0208
  enclosed: r0_eff = 37.81 angstrom (numerical 37.82); W_slab/W_sheet at q = 0.05 1/angstrom: 1.0418
```
